# The Fu-Kane parity formula and the choice of inversion centre, part 2

Independent electrons move in a crystal with primitive vectors \(a_j\) and reciprocal vectors \(b_j\), \(a_i\cdot b_j=2\pi\delta_{ij}\). The Hamiltonian commutes with translations, \(T_R\psi(k)=e^{-ik\cdot R}\psi(k)\), time reversal \(\Theta\) (antiunitary, \(\Theta^2=-1\)) and inversion \(P\) about \(c\) (\(P^2=1\), \(P\Theta=\Theta P\)). A direct gap isolates \(2N\) bands, spanned by an orthonormal frame \(\psi(k)\), continuous and periodic. The TRIM are \(\Gamma_n=\tfrac12\sum_j n_jb_j\), \(n_j\in\{0,1\}\). We now ask what depends on the choice of centre, and test the results on models (energies in eV, lengths in nm; \(\sigma,\tau\) Pauli matrices, \(K\) complex conjugation).

**(a)** \(w_{mn}(k)=\langle\psi_m(-k)|\Theta\psi_n(k)\rangle\) and, with a continuous root, \(\delta_n=\sqrt{\det w}/\mathrm{Pf}\,w\) at \(\Gamma_n\). A plane has index \(\nu\),
\[ (-1)^{\nu}=\prod_{4}\delta_n . \]
The weak index \(\nu_j\) belongs to the plane \(n_j=1\); the strong index \(\nu_0\) is the product over all eight TRIM; the plane \(n_j=0\) has \(\nu_0+\nu_j\). We write \((\nu_0;\nu_1\nu_2\nu_3)\).

**(b)** Let \(\kappa=k\cdot a_1\), \(\hat x=b_1\cdot r/2\pi\), \(u=e^{-i\kappa\hat x}\psi\). A frame with \(\langle\tilde u_m|\partial_\kappa\tilde u_n\rangle=0\) closes up to the Wilson loop, \(\tilde\psi(\pi)=\tilde\psi(-\pi)\mathcal W(k_2)\), with eigenvalues \(e^{2\pi ix_j}\). The \(x_j\) are Wannier centres in units of \(a_1\); for one orbital \(\langle u|\partial_\kappa u\rangle=-ix\). On invariant lines they form Kramers pairs \(x_p\), \(p=1,\dots,N\). \(\nu\) is the parity of the number of crossings of any reference line over half the zone.

**(c)** \(S=P\Theta\) and \(v_{mn}(k)=\langle\psi_m(k)|S\psi_n(k)\rangle\), antisymmetric and unitary, with \(\mathrm{Pf}\,v=e^{i\theta(k)}\), \(\theta(k+b_j)=\theta(k)+2\pi W_j\). With \(n_-(\Gamma_n)\) the number of odd Kramers pairs and \(\xi_n=(-1)^{n_-(\Gamma_n)}\),
\[ \det w(k)=\mathrm{Pf}\,v(k)\,\mathrm{Pf}\,v(-k), \]
\[ \delta_n=\pm(-1)^{W\cdot n}\,\xi_n , \]
\[ (-1)^{\nu_0}=\prod_{8}\xi_n,\qquad(-1)^{\nu_j}=\prod_{n_j=1}\xi_n . \]

**(d)** With \(\hat x\) measured from \(c\), \(\det\mathcal W=1\), the centres are symmetric under \(x\to-x\), and on an invariant line
\[ \xi_0\xi_\pi=\prod_pe^{2\pi ix_p}. \]

**(e)** Find all inversion centres and determine how \(\xi_n\), the line products, \(\nu_0\) and \(\nu_j\) change with the centre.

*Solution.* If \(c'\) is another centre, \(P'P\) sends \(r\to2c-r\to r+2(c'-c)\). This translation is a symmetry, so \(2(c'-c)=R=\sum_jm_ja_j\) is a lattice vector and \(P'=T_RP\); conversely every such \(P'\) is a symmetry. Changing \(m_j\) by 2 moves \(c'\) by a lattice vector, so there are eight classes, \(m_j\in\{0,1\}\). At \(\Gamma_n\), \(T_R=e^{-i\Gamma_n\cdot R}=(-1)^{m\cdot n}\). Every parity is reversed where \(m\cdot n\) is odd:
\[ n_-'=N-n_-\ \ (m\cdot n\text{ odd}),\qquad \xi_n'=(-1)^{N\,m\cdot n}\xi_n . \]
For even \(N\) no \(\xi_n\) changes. For odd \(N\) and \(m\neq0\), four of the eight change sign.

For a product over a set of TRIM the exponent is \(N\sum m\cdot n\). Over all eight, each \(n_j\) equals 1 four times, giving \(4(m_1+m_2+m_3)\). Over the plane \(n_3=1\) it is \(2m_1+2m_2+4m_3\), and over \(n_3=0\) it is \(2m_1+2m_2\). All are even: neither \(\nu_0\), nor any \(\nu_j\), nor the two-dimensional index depends on the centre. This is required, since \(w\) does not contain \(P\). In detail \(v'=e^{-ik\cdot R}v\), \(\mathrm{Pf}\,v'=e^{-iNk\cdot R}\mathrm{Pf}\,v\) and \(W'=W-Nm\), so \((-1)^{W\cdot n}\xi_n\) is unchanged at each TRIM.

For the line joining \(n\) (with \(n_j=0\)) to \(n+e_j\) the exponent is \(N(2m\cdot n+m_j)\), so the product changes by \((-1)^{Nm_j}\). This matches (d): each of the \(N\) centres \(x_p\) is now measured from a point moved by \(m_j/2\). The line product is a position, and it needs its origin stated.

**(f)** The indicator \(z_4=\sum_nn_-(\Gamma_n)\) mod 4 keeps more than the signs. Evaluate it on atomic limits and find its dependence on the centre.

*Solution.* The \(n_-\) are integers, constant while the gap is open and \(P\) is kept, and additive over groups of bands; \(z_4\) mod 2 is \(\nu_0\). A Kramers pair of orbitals of parity \(p\) on the centre of class \(m\) has Bloch parity \(p\) about that centre, hence \(p(-1)^{m\cdot n}\) about \(c\). The sum of \(n_-\) is 0 or 8 for \(m=0\) and 4 otherwise. Orbitals off the centres come as partners at \(c\pm r\), which give one even and one odd pair at each TRIM, sum 8. So \(z_4=0\) for every atomic limit, and \(z_4\ne0\) excludes a deformation to one with \(P\) and \(\Theta\) kept.

On moving the centre by \(m\neq0\), four TRIM change:
\[ z_4'-z_4=\sum_{m\cdot n\ \mathrm{odd}}(N-2n_-)\equiv2\sum_{m\cdot n\ \mathrm{odd}}n_-\pmod4 , \]
using \(4N\equiv0\) and \(-2y\equiv2y\). The last sum is needed mod 2, where the condition "\(m\cdot n\) odd" can be replaced by the factor \(m\cdot n\): \(\sum_nn_-\,m\cdot n=\sum_jm_j\sum_{n_j=1}n_-\equiv m\cdot\nu\), with \(\nu=(\nu_1,\nu_2,\nu_3)\). Therefore
\[ z_4'=z_4+2\,m\cdot\nu \pmod 4 . \]
\(z_4\) is independent of the centre if and only if the three weak indices vanish. Otherwise it alternates between 0 and 2, or between 1 and 3, and only its parity \(\nu_0\) is free of the choice.

**(g)** On what convention do the weak indices depend, and where does the parity formula fail?

*Solution.* For a new primitive basis \(a_i'=\sum_jM_{ij}a_j\) the labels are \(n_i'=\Gamma\cdot a_i'/\pi=\sum_jM_{ij}n_j\) mod 2. With inversion, \(\nu_i'\equiv\sum_nn_-n_i'\equiv\sum_jM_{ij}\nu_j\). Without it, take a frame and a root continuous over the whole zone, write \(\delta_n=(-1)^{s_n}\), and the same sum with \(s_n\) in place of \(n_-\) gives the same law. The vector \(G_\nu=\sum_j\nu_jb_j\) has components \(a_i'\cdot G_\nu/2\pi=\sum_jM_{ij}\nu_j\) in the new basis, so \(G_\nu\), modulo twice a reciprocal vector, is the basis-free form.

The index of a plane needs the gap only on that plane. If the direct gap closes on the plane, the frame and the transport there are not defined, and its four parities, though computable when the TRIM themselves stay gapped, no longer give an invariant of (a). A closing off the plane leaves that plane's index and its parity product intact, since (a)–(d) use only states on the plane. If \(\Theta^2=+1\), \(w\) at a TRIM and \(v\) are symmetric and there is no Pfaffian. If inversion is broken, (a) and (b) stand, but \(S\psi\) leaves the band space, \(v\) is only a block of a larger unitary matrix, with \(|\mathrm{Pf}\,v|\le1\), and \(\det\mathcal W\) is no longer held at 1.

**(h)** Take the four-band model on a simple cubic lattice (the unequal \(t_j\) below single out the third axis), with round parameters and all orbitals at the origin,
\[ H=d_0\tau_z+A\sum_j\sin(k_ja)\,\tau_x\sigma_j,\qquad d_0=M-\sum_jt_j\cos(k_ja), \]
where \(k_j\) are now Cartesian components, \(P=-\tau_z\), \(\Theta=i\sigma_yK\), \(a=0.4\) nm, \(A=M=1\) eV, \(t=(1,1,0.2)\) eV. Find the parities, indices and \(z_4\) for the lower pair of bands, and the Wannier flow on \(k_3=\pi/a\).

*Solution.* The four matrices anticommute and square to one, so \(E=\pm|d|\), each twice, and \(N=1\). The zone face is at \(\pi/a=7.854\) nm\(^{-1}\) and the velocity scale is \(Aa/\hbar=6.08\times10^5\) m/s. At a TRIM the sines vanish, the lower pair has \(\tau_z=-\mathrm{sgn}\,d_0\), and \(\xi=\mathrm{sgn}\,d_0\). The gap can close only where all sines and \(d_0\) vanish together. At \(000\), \(d_0=1-1-1-0.2=-1.2\) eV; at \(001\), \(1-1-1+0.2=-0.8\) eV; at \(010\) and \(100\), \(1-0.2=0.8\) eV; at \(011\) and \(101\), \(1.2\) eV; at \(110\) and \(111\), \(2.8\) and \(3.2\) eV. The smallest direct gap on a \(16^3\) grid is \(2\times0.8=1.6\) eV.

Two odd pairs give \(\nu_0=0\) and \(z_4=2\). The planes \(n_1=1\) and \(n_2=1\) hold no odd pair and \(n_3=1\) holds one, so the indices are \((0;001)\).

A frame over the whole zone is obtained by projecting the fixed space \(\tau_y=-1\) on the lower bands. \(H\) anticommutes with \(\tau_y\), so it has no matrix elements within that space and the projector \(\tfrac12(1-H/|d|)\) acts there as \(\tfrac12\), never singular. In this frame the numerical output has \(W=000\), and \(\delta_n/\delta_{111}\) from the definition equals \(\xi_n\) at all eight TRIM. Counting Wilson-loop crossings gives 0 for the four planes normal to \(k_1\) and \(k_2\), and 1 for both \(k_3=0\) and \(k_3=\pi/a\), which are \(\nu_0+\nu_3\) and \(\nu_3\). The planes \(k_1+k_3=\pi/a\) and \(k_1+k_2=\pi/a\) give \(\nu_1+\nu_3=1\) and \(\nu_1+\nu_2=0\), as (g) requires.

Parities about all eight centres were taken from a periodic cluster of \(4^3\) cells with inversion acting on site positions. In the order \(000,001,\dots,111\) the origin gives \(--++++++\). The centre \((0,0,0.2)\) nm reverses the four entries with \(n_3=1\), giving \(-++-+-+-\): four odd pairs, \(z_4=0=2+2\) mod 4, and three odd pairs on \(n_3=1\), so \(\nu_3=1\) still. The centre \((0,0.2,0)\) nm gives \(----++--\): six odd pairs, \(z_4=2\), since \(m\cdot\nu=0\). All eight centres give \((0;001)\).

On \(k_3=\pi/a\) three matrices remain, \(\tau_z,\tau_x\sigma_1,\tau_x\sigma_2\), with product \(i\tau_z\sigma_3\). In the sectors \(\tau_z\sigma_3=\pm1\) they act as Pauli matrices of opposite handedness. Let \(d_j=A\sin k_ja\), \(\cos\vartheta=d_2/|d|\), \(\tan\phi=d_1/d_0\). In the sector where \((d_0,d_1,d_2)\) multiply \((\sigma_x,\sigma_y,\sigma_z)\) the lower state is \(u=(e^{-i\phi}\sin\tfrac\vartheta2,-\cos\tfrac\vartheta2)\), with \(\langle u|\partial u\rangle=-i\sin^2\tfrac\vartheta2\,\partial\phi\). The two centres are
\[ x=\pm\frac1{2\pi}\oint\tfrac12(1-\cos\vartheta)\,d\phi\pmod1 . \]
At \(k_2=0\) and \(\pi/a\), \(d_2=0\) and \(x\) is half the winding number of \(\phi\). For \(k_2=0\), \(d_0=(0.2-\cos k_1a)\) eV, and \((d_0,d_1)\) is a circle of radius 1 eV about \(0.2\) eV that encloses the origin: the pair sits at \(a/2=0.2\) nm, in accord with \(\xi_{001}\xi_{101}=-1\). For \(k_2=\pi/a\) the circle is centred at \(2.2\) eV and does not enclose it: the pair sits at 0, with \(\xi_{011}\xi_{111}=+1\). Between, the centres are \(\pm0.0749\), \(\pm0.0287\), \(\pm0.0105\) nm at \(k_2=0.25,0.5,0.75\,\pi/a\); the Wilson loop and the integral were tested to agree within \(10^{-4}a\). A reference line at 0.1 nm is crossed an odd number of times, by the branch that descends from 0.2 nm. About the centre \((0.2,0,0)\) nm the string is \(--++----\): the two line products become \(+1\) and \(-1\), exchanged, and their product remains \(-1\).

**(i)** Read the further models in the numerical output, built from one or more such blocks placed on inversion centres, with random hopping of summed norm 0.3 eV that perturbs each block and couples the blocks where there are several.

*Solution.* The gaps on the grid of the six models with inversion lie between 1.57 and 1.95 eV. For each of these six, the relations of (c), the results \(\det\mathcal W=1\) and \(\xi_0\xi_\pi=\prod_pe^{2\pi ix_p}\) of (d), the laws for \(n_-'\) and \(z_4'\), and the agreement of definition, Wilson loops and parities were tested. The block \(M=4\) eV has \(d_0>0\) everywhere. Placed at \(a_1/2\) it shows \(++++----\) about the origin, with \(|W|=100\) supplying the compensating sign in \(\delta_n\), and has \((0;000)\), \(z_4=0\): negative \(\xi_n\) alone signal no topology. Two strong blocks \(M=2\) eV, at the origin and at \(a_1/2\), contribute 1 and \(1+4=5\) odd pairs. Their string is again \(++++----\) and the indices \((0;000)\), but \(z_4=6\) mod \(4=2\) about every centre, so this system, unlike the previous one, is not an atomic limit. The block \(M=0\), with \((0;111)\), has \(z_4=0,2,2,0,2,0,0,2\), following the parity of \(m_1+m_2+m_3\). The \(N=3\) model, with \((1;110)\), has \(z_4=1,1,3,3,3,3,1,1\), following \(m_1+m_2\). When the random hopping on the \(M=2\) eV block breaks inversion, the smallest \(|\mathrm{Pf}\,v|\) on the grid, formed with the inversion of the unperturbed block, is 0.9957 and \(|\det\mathcal W-1|\) reaches 0.11, while the definition and the crossing count still agree on \((1;000)\).

## Values computed for the example and the checks

```
worked example: a = 0.4 nm, A = 1.0 eV, M = 1.0 eV, t = (1.0, 1.0, 0.2) eV, N = 1
pi/a = 7.8540 1/nm, velocity A a/hbar = 6.0771e+05 m/s
k grid 16^3, cluster 4^3 cells, smallest direct gap on grid = 1.600 eV
winding of Pf v in smooth gauge W = 000
TRIM 000: d0 = -1.2 eV, xi = -1, delta/delta(111) = -1
TRIM 001: d0 = -0.8 eV, xi = -1, delta/delta(111) = -1
TRIM 010: d0 = +0.8 eV, xi = +1, delta/delta(111) = +1
TRIM 011: d0 = +1.2 eV, xi = +1, delta/delta(111) = +1
TRIM 100: d0 = +0.8 eV, xi = +1, delta/delta(111) = +1
TRIM 101: d0 = +1.2 eV, xi = +1, delta/delta(111) = +1
TRIM 110: d0 = +2.8 eV, xi = +1, delta/delta(111) = +1
TRIM 111: d0 = +3.2 eV, xi = +1, delta/delta(111) = +1
indices from definition: (0;001)
Wilson nu, planes k1=0,pi k2=0,pi k3=0,pi k1+k3=pi k1+k2=pi: 00001110
xi strings list TRIM in order 000 001 010 011 100 101 110 111
centre (0.0,0.0,0.0) nm: xi --++++++ (0;001) z4 = 2
centre (0.0,0.0,0.2) nm: xi -++-+-+- (0;001) z4 = 0
centre (0.0,0.2,0.0) nm: xi ----++-- (0;001) z4 = 2
centre (0.0,0.2,0.2) nm: xi -+-++--+ (0;001) z4 = 0
centre (0.2,0.0,0.0) nm: xi --++---- (0;001) z4 = 2
centre (0.2,0.0,0.2) nm: xi -++--+-+ (0;001) z4 = 0
centre (0.2,0.2,0.0) nm: xi ------++ (0;001) z4 = 2
centre (0.2,0.2,0.2) nm: xi -+-+-++- (0;001) z4 = 0
plane k3=pi/a, |x1| Wannier: k2=0 0.2000 nm, k2=pi/a 0.0000 nm
k2 = 0.25 pi/a: x1 = +-0.0749 nm (Wilson), 0.0749 nm (solid angle)
k2 = 0.5 pi/a: x1 = +-0.0287 nm (Wilson), 0.0287 nm (solid angle)
k2 = 0.75 pi/a: x1 = +-0.0105 nm (Wilson), 0.0105 nm (solid angle)
further models, random symmetric hopping with summed norm 0.3 eV
block = M/eV, t3/eV, site in a/2 (t1 = t2 = 1 eV); z4 listed over centres m in TRIM order
blocks 2,1,000 | N = 1, gap = 1.89 eV
   (1;000) xi(origin) -+++++++ |W| = 000 z4 11111111
blocks 0,1,000 | N = 1, gap = 1.84 eV
   (0;111) xi(origin) ---+-+++ |W| = 000 z4 02202002
blocks -2,1,000 | N = 1, gap = 1.91 eV
   (1;111) xi(origin) -------+ |W| = 000 z4 31131331
blocks 4,1,100 | N = 1, gap = 1.95 eV
   (0;000) xi(origin) ++++---- |W| = 100 z4 00000000
blocks 2,1,000; 2,1,100 | N = 2, gap = 1.90 eV
   (0;000) xi(origin) ++++---- |W| = 100 z4 22222222
blocks 2,1,000; 1,0.2,001; 0,1,110 | N = 3, gap = 1.57 eV
   (1;110) xi(origin) --+++++- |W| = 111 z4 11333311
no inversion, block 2,1,000: (1;000), min|Pf v| = 0.9957, max|det W - 1| = 0.1137
```
